# Contact and dipolar hyperfine couplings in the projector augmented-wave method, part 1

(Sections cited here and not found follow in the later parts.)

## The form fixed by dimension and symmetry

A point magnetic dipole $\boldsymbol\mu$ at the origin produces a field linear in $\boldsymbol\mu$, $B_a(\mathbf r)=\sum_b O_{ab}(\mathbf r)\mu_b$ up to a constant. A point has no length scale and a dipole field has the dimension of moment per volume, so $O_{ab}$ is homogeneous of degree $-3$ in $\mathbf r$. Both $\mathbf B$ and $\boldsymbol\mu$ are axial vectors, so inversion leaves them unchanged and $O_{ab}$ is even in $\mathbf r$; this excludes the antisymmetric form $\epsilon_{abc}n_c$, with $\mathbf n=\mathbf r/r$. Rotational covariance then leaves, for $r>0$, $O_{ab}=(\beta\,n_an_b+\gamma\,\delta_{ab})/r^3$. The field has no divergence. Since $\nabla\cdot[\mathbf r(\mathbf r\cdot\boldsymbol\mu)r^{-5}]=(3+1-5)(\mathbf r\cdot\boldsymbol\mu)r^{-5}$ and $\nabla\cdot[\boldsymbol\mu r^{-3}]=-3(\mathbf r\cdot\boldsymbol\mu)r^{-5}$, this requires $-\beta-3\gamma=0$. Away from the origin the kernel is therefore proportional to

$$K_{ab}(\mathbf r)=\frac{3n_an_b-\delta_{ab}}{r^3},$$

whose angular part is traceless and symmetric, that is, pure $L=2$. One more object of degree $-3$ lives at the origin itself, $\delta_{ab}\,\delta^3(\mathbf r)$, which is pure $L=0$.

The hyperfine tensor is thus a sum of two linear functionals of the spin density: its value at the nucleus, and the $r^{-3}$ moment of its $L=2$ part. Both weigh the region next to the nucleus, where the smooth orbitals of the projector augmented-wave (PAW) method differ from the true ones. The density is quadratic in the orbitals, so a correction must be a quadratic form in the amplitudes of atomic partial waves, and angular momentum selects the pairs: $l=l'=0$ for the point value, and $l+l'$ even with $|l-l'|\le 2\le l+l'$ for the $L=2$ moment. The point functional sees one sphere only. The kernel $K$ has infinite range and sees every sphere.

## Setting and the hyperfine operator

Hartree atomic units are used: $\hbar=m_e=e=4\pi\epsilon_0=1$ and $c=1/\alpha$. Then $\mu_0/4\pi=1/(4\pi\epsilon_0c^2)=\alpha^2$, $\mu_B=1/2$ and $\mu_N=1/(2m_p)$. The moments are $-g_e\mu_B\mathbf s$ for an electron ($g_e>0$) and $g_N\mu_N\mathbf I$ for the nucleus. The electrons are non-relativistic, the state is an orbitally non-degenerate multiplet of spin $S>0$, spin–orbit coupling and the orbital field at the nucleus are left out, and $m=n_\uparrow-n_\downarrow$ is the spin density of the component $M_S=S$, with $\int m=2S$. The spin Hamiltonian is $\sum_{ab}S_aA_{ab}I_b$.

**Lemma 1.** For the nucleus at $\mathbf R_I$,

$$A_{ab}=\frac{P}{2S}\Big[\frac{8\pi}{3}m(\mathbf R_I)\delta_{ab}+T_{ab}\Big],\qquad P=\frac{\alpha^2g_eg_N}{4m_p},\qquad T_{ab}=\mathrm{PV}\!\int m(\mathbf r)K_{ab}(\mathbf r-\mathbf R_I)\,d^3r,$$

where PV means that a ball around $\mathbf R_I$ is cut out and its radius sent to zero.

*Proof.* Put $\mathbf R_I=0$. The vector potential is $\alpha^2\boldsymbol\mu\times\mathbf r/r^3=\alpha^2\nabla\times(\boldsymbol\mu/r)$, because $\nabla\times(\boldsymbol\mu/r)=\nabla(1/r)\times\boldsymbol\mu$. The identity $\nabla\times\nabla\times=\nabla\nabla\cdot-\nabla^2$ gives $B_a=\alpha^2\sum_b[\partial_a\partial_b(1/r)-\delta_{ab}\nabla^2(1/r)]\mu_b$. The second derivative must be taken as a distribution. For a test function $f$, $\int f\,\partial_a\partial_b(1/r)=-\int\partial_af\,\partial_b(1/r)$, and the right side converges because $r^{-2}$ is integrable. Restrict it to $r>\eta$ and integrate by parts. The outward normal of that region on the small sphere is $-\mathbf n$, and $\partial_b(1/r)=-n_b/r^2$, so

$$-\int_{r>\eta}\partial_af\,\partial_b\frac1r\,d^3r=\int_{r>\eta}fK_{ab}\,d^3r-\oint f\,n_an_b\,d\Omega ,$$

where $\partial_a\partial_b(1/r)=K_{ab}$ for $r>0$ was used. As $\eta\to0$ the surface term tends to $-f(0)\,4\pi\delta_{ab}/3$. Hence

$$\partial_a\partial_b\frac1r=\mathrm{PV}K_{ab}-\frac{4\pi}{3}\delta_{ab}\delta^3(\mathbf r),$$

and its trace is $\nabla^2(1/r)=-4\pi\delta^3$. The point terms in $B_a$ add to $-4\pi/3+4\pi=8\pi/3$, so $O_{ab}=\mathrm{PV}K_{ab}+(8\pi/3)\delta_{ab}\delta^3$. The energy of electron $i$ is $-(-g_e\mu_B\mathbf s_i)\cdot\mathbf B=P\sum_{ab}s_{ia}O_{ab}(\mathbf r_i)I_b$ with $P=\alpha^2g_e\mu_Bg_N\mu_N$, which is the stated value. For a fixed spatial function $O$, the three operators $\sum_is_{ia}O(\mathbf r_i)$ form a vector under spin rotations, so within the multiplet they equal $\lambda S_a$ with one number $\lambda$ (Wigner–Eckart theorem). In the state $M_S=S$ the $z$ component has the mean $\tfrac12\int mO=\lambda S$, so $\lambda=\int mO/(2S)$. $\square$

The principal value exists although $m$ has a cusp: the constant $m(0)$ is removed by the angular integral of $K$, and $m-m(0)=O(r)$ leaves an integrable $r^{-2}$. For hydrogen 1s with a fixed proton, $m(0)=1/\pi$, $T=0$ and $2S=1$, so $A=8P/3$. With $g_p=5.585695$ this is 1422.8 MHz, against a measured splitting of roughly 1.4 GHz.

## The theorem

Assumptions.

(A1) Atom $J$ carries a sphere $\Omega_J$ of radius $r_c^J$ about $\mathbf R_J$, and the spheres do not overlap.

(A2) Each sphere has real all-electron partial waves $\phi_i=u_i(r)Y_i(\mathbf n)/r$, smooth partial waves $\tilde\phi_i=\tilde u_i(r)Y_i(\mathbf n)/r$ and projectors $p_i$ that vanish outside the sphere. The $Y_i$ are real spherical harmonics with $l_i\le l_{\max}$. Near the centre $u_i=r^{l_i+1}w_i(r)$ and $\tilde u_i=r^{l_i+1}\tilde w_i(r)$ with finite $w_i(0)$, $\tilde w_i(0)$. The differences $\phi_i-\tilde\phi_i$ vanish at and beyond $r_c$, and $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$.

(A3) The valence orbitals are real and given by $\psi_n=\tilde\psi_n+\sum_J(\psi^{1,J}_n-\tilde\psi^{1,J}_n)$, with $\psi^{1,J}_n=\sum_{i\in J}\phi_i\langle p_i|\tilde\psi_n\rangle$ and $\tilde\psi^{1,J}_n=\sum_{i\in J}\tilde\phi_i\langle p_i|\tilde\psi_n\rangle$.

(A4) The core is frozen and carries no spin density, so $m=\sum_nf_n\sigma_n\psi_n^2$ with occupations $f_n$ and $\sigma_n=\pm1$.

Define $\tilde m=\sum_nf_n\sigma_n\tilde\psi_n^2$, the one-centre spin density matrix $D^J_{ij}=\sum_nf_n\sigma_n\langle\tilde\psi_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle$, the deficit density $\Delta m^J=\sum_{ij}D^J_{ij}(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)$, which vanishes outside $\Omega_J$, and the cross density

$$x^J=2\sum_nf_n\sigma_n(\psi^{1,J}_n-\tilde\psi^{1,J}_n)(\tilde\psi_n-\tilde\psi^{1,J}_n).$$

**Theorem.** Under (A1)–(A4):

(a) $m(\mathbf R_I)=\tilde m(\mathbf R_I)+\dfrac1{4\pi}\displaystyle\sum_{ij:\,l_i=l_j=0}D^I_{ij}\,[w_i(0)w_j(0)-\tilde w_i(0)\tilde w_j(0)]+x^I(\mathbf R_I)$.

(b) $T_{ab}=\tilde T_{ab}+\Delta T^I_{ab}+\sum_{J\ne I}\Delta T^J_{ab}+\sum_J\mathrm{PV}\!\int x^JK_{ab}$, where $\tilde T$ is the functional $T$ applied to $\tilde m$,

$$\Delta T^I_{ab}=\sum_{ij}D^I_{ij}W^{ab}_{ij}\int_0^{r_c}\frac{u_iu_j-\tilde u_i\tilde u_j}{r^3}dr,\qquad W^{ab}_{ij}=\oint Y_iY_j(3n_an_b-\delta_{ab})\,d\Omega,$$

the sum running over pairs with $W_{ij}\neq0$, and, with $\mathbf d=\mathbf R_J-\mathbf R_I$,

$$\Delta T^J_{ab}=\sum_{n=0}^{2l_{\max}}\frac1{n!}\sum_{c_1\dots c_n}q^J_{c_1\dots c_n}\,\partial_{c_1}\!\cdots\partial_{c_n}K_{ab}(\mathbf d),\qquad q^J_{c_1\dots c_n}=\int_{\Omega_J}\Delta m^J\,\rho_{c_1}\!\cdots\rho_{c_n}\,d^3\rho,$$

where $\boldsymbol\rho=\mathbf r-\mathbf R_J$.

(c) If $\tilde\psi_n=\tilde\psi_n^{1,J}$ inside every $\Omega_J$, all $x^J$ vanish.

The PAW expressions are (a) and (b) with the $x$ terms dropped. The description "smooth part plus one-centre correction" is exact when the $x$ terms vanish, for which the completeness condition (c) is sufficient, and for the dipolar tensor it requires in general that the one-centre terms of the other atoms be counted too.

## Lemmas and proof

**Lemma 2.** $m=\tilde m+\sum_J\Delta m^J+\sum_Jx^J$ at every point.

*Proof.* Outside all spheres $\psi_n=\tilde\psi_n$, and $\Delta m^J$ and $x^J$ vanish because each of their terms contains a factor that vanishes there by (A2). Inside $\Omega_J$ only the sphere $J$ contributes to (A3), by (A1). Write $a=\tilde\psi_n$, $b=\psi_n^{1,J}$, $c=\tilde\psi^{1,J}_n$. Then $(a+b-c)^2=a^2+b^2+c^2+2ab-2ac-2bc$, and $2(b-c)(a-c)=2ab-2bc-2ac+2c^2$. Subtracting the second from the first leaves $a^2+b^2-c^2$, so

$$\psi_n^2=a^2+(b^2-c^2)+2(b-c)(a-c).$$

Multiply by $f_n\sigma_n$ and sum. Inserting the expansions of $b$ and $c$ turns $\sum_nf_n\sigma_n(b^2-c^2)$ into $\Delta m^J$. $\square$

For complex orbitals every product becomes the real part of a product with a conjugate, and nothing else changes.

**Lemma 3.** $W^{ab}_{ij}=0$ unless $l_i+l_j$ is even and $|l_i-l_j|\le2\le l_i+l_j$. With $Y_s=1/\sqrt{4\pi}$, $Y_p=\sqrt{3/4\pi}\,\mathbf e\cdot\mathbf n$ ($|\mathbf e|=1$) and $Y_d=\sqrt{15/8\pi}\;\mathbf n\cdot Q\,\mathbf n$ ($Q$ symmetric, $\operatorname{tr}Q=0$, $\operatorname{tr}Q^2=1$),

$$W_{pp'}=\tfrac35(e_ae'_b+e_be'_a)-\tfrac25(\mathbf e\cdot\mathbf e')\delta_{ab},\qquad W_{sd}=\sqrt{\tfrac65}\,Q_{ab},$$

$$W_{dd'}=\tfrac67(QQ'+Q'Q)_{ab}-\tfrac47\operatorname{tr}(QQ')\,\delta_{ab}.$$

*Proof.* The function $3r_ar_b-\delta_{ab}r^2$ is a harmonic polynomial of degree 2, since its Laplacian is $6\delta_{ab}-6\delta_{ab}$, so $3n_an_b-\delta_{ab}$ is a combination of the $Y_{2M}$. The product $Y_iY_j$ contains $L=|l_i-l_j|,\dots,l_i+l_j$ with parity $(-1)^{l_i+l_j}$, which gives the selection rule. For the values, the average of $2k$ factors $n$ over the sphere is needed. It is a symmetric tensor and is therefore fixed by its contraction with $2k$ copies of an arbitrary vector $\mathbf v$, which is $|\mathbf v|^{2k}\langle\cos^{2k}\theta\rangle=|\mathbf v|^{2k}/(2k+1)$. The sum over all $(2k-1)!!$ pairings of Kronecker deltas is also symmetric and contracts to $(2k-1)!!\,|\mathbf v|^{2k}$. Hence the average is the pairing sum divided by $(2k+1)!!$, which is 3, 15 and 105 for $k=1,2,3$.

For $pp'$: $W=\frac{3}{4\pi}4\pi\big[\frac3{15}(\mathbf e\cdot\mathbf e'\,\delta_{ab}+e_ae'_b+e_be'_a)-\frac13\mathbf e\cdot\mathbf e'\,\delta_{ab}\big]$, and the coefficient of $\mathbf e\cdot\mathbf e'\,\delta_{ab}$ is $\frac35-1=-\frac25$.

For $d$ functions, $\langle(\mathbf nQ\mathbf n)(\mathbf nQ'\mathbf n)\rangle=2\operatorname{tr}(QQ')/15$, the third pairing being $\operatorname{tr}Q\operatorname{tr}Q'=0$. Then $\oint Y_dY_{d'}=\frac{15}{8\pi}\,4\pi\,\frac{2}{15}\operatorname{tr}(QQ')=\operatorname{tr}(QQ')$, which confirms the normalization. For $sd$, $\langle(\mathbf nQ\mathbf n)n_an_b\rangle=2Q_{ab}/15$ and $\langle\mathbf nQ\mathbf n\rangle=0$, so $W=\frac1{\sqrt{4\pi}}\sqrt{\frac{15}{8\pi}}\;4\pi\cdot3\cdot\frac2{15}Q_{ab}=\frac85\sqrt{\frac{15}{32}}\,Q_{ab}$, and $\frac{64}{25}\cdot\frac{15}{32}=\frac65$.

For $dd'$ there are 15 pairings of $a$, $b$ and the four matrix indices. In 3 of them $a$ pairs with $b$, and they give $2\operatorname{tr}(QQ')\delta_{ab}$. In 4 of them $a$ and $b$ pair with the same matrix, and they vanish with the trace of the other. In 4 of them $a$ pairs with $Q$ and $b$ with $Q'$, each giving $(QQ')_{ab}$, and the last 4 give $(Q'Q)_{ab}$. The prefactor is $\frac{15}{8\pi}\,4\pi\,\frac3{105}=\frac3{14}$, so $W=\frac3{14}[2\operatorname{tr}(QQ')\delta+4(QQ'+Q'Q)]-\operatorname{tr}(QQ')\delta$, and $\frac37-1=-\frac47$. $\square$

For $\mathbf e=\mathbf e'=\hat{\mathbf z}$ this gives $W_{zz}=4/5$, and for $Q=Q'=\operatorname{diag}(-1,-1,2)/\sqrt6$, the $d_{z^2}$ function, $W_{zz}=\frac{12}7\cdot\frac46-\frac47=\frac47$. Summing $W_{pp}$ over three orthogonal $\mathbf e$ gives $\frac65\delta-\frac65\delta=0$: an equally filled shell has no dipolar coupling. Datasets with $f$ waves add the pairs $pf$ and $ff$, which follow from the definition of $W$ in the same way.

**Lemma 4.** If $g(\boldsymbol\rho)$ vanishes for $\rho>r_c$, contains only spherical harmonics with $L\le L_0$, and $|\mathbf d|>r_c$, then $\int g\,K_{ab}(\mathbf d+\boldsymbol\rho)\,d^3\rho$ equals its Taylor series in the moments of $g$ cut at order $L_0$, and the term of order $n$ depends only on the $L=n$ part of $g$.

*Proof.* For $\rho<d$ the function $1/|\mathbf d+\boldsymbol\rho|$ is harmonic in $\boldsymbol\rho$, and so is its second derivative $K_{ab}$. Its expansion in homogeneous polynomials $h_n(\boldsymbol\rho)=\frac1{n!}(\boldsymbol\rho\cdot\nabla)^nK_{ab}(\mathbf d)$ is the second derivative of the Legendre expansion of $1/|\mathbf d+\boldsymbol\rho|$ and converges uniformly for $\rho\le r_c<d$, so it may be integrated term by term. The Laplacian lowers the degree by two and polynomials of different degree are independent, so each $h_n$ is harmonic by itself, $h_n=\rho^n\sum_Mh_{nM}Y_{nM}$. Its angular integral with $g$ picks out the $L=n$ part of $g$ and vanishes for $n>L_0$. $\square$

*Proof of the theorem.* Apply the two linear functionals of Lemma 1 to Lemma 2.

(a) By (A1), $\mathbf R_I$ lies in no sphere $J\ne I$, so $\Delta m^J$ and $x^J$ vanish there. At the centre of $\Omega_I$, $\phi_i=r^{l_i}w_iY_i$ tends to zero for $l_i>0$ and to $w_i(0)/\sqrt{4\pi}$ for $l_i=0$, and likewise $\tilde\phi_i$.

The hyperfine operator, the decomposition of the spin density and part (a) of the theorem, the contact density, are now established. The proofs of (b) and (c), the equation that determines the smooth orbitals, and the numerical test remain.
